# Fermi-Level Pinning and Loss of Neutral Spins at Negative-U Defects

## The problem

An amorphous semiconductor contains many identical, independent defects. Each holds $N=0$, 1 or 2 electrons and is then called $D^+$, $D^0$ or $D^-$, with charge $1-N$ in units of the elementary charge. The electrons couple to a local lattice coordinate $q$, and the energy of one defect is

$$E(N,q)=\varepsilon_0N+\tfrac12U_CN(N-1)-\lambda qN+\tfrac12Kq^2 .$$

Here $\varepsilon_0$ is the bare level, $U_C>0$ the Coulomb repulsion of two electrons on the site, $\lambda$ the coupling and $K$ the spring constant. $D^0$ has one unpaired spin and so two spin states; $D^+$ and $D^-$ have one state each. The mean number of electrons per defect, $n$, is fixed, with $0<n<2$.

(a) When is the effective electron repulsion $U$ negative?

(b) Find the Fermi level $\mu(n,T)$ and decide whether it is pinned.

(c) Find the fraction $p_0$ of neutral centres, its low-temperature activation energy, and the consequence for the paramagnetism.

(d) Evaluate the results for $\varepsilon_0=1.4$ eV, $U_C=0.4$ eV, $\lambda=2$ eV/Å and $K=5$ eV/Å$^2$, with energies measured from the valence-band edge.

Doping is what fixes $n$. Let the defect density be $N_D$, and let ionized donors and acceptors have densities $N_d$ and $N_a$. If band carriers are few compared with the defects, neutrality requires $N_D(1-n)+N_d-N_a=0$, so that $n=1+(N_d-N_a)/N_D$. In the algebra energies are in atomic units, and $kT$ is the thermal energy in the same unit.

## Hints

1. Complete the square in $q$, and use $N^2=N+N(N-1)$.
2. Measure $\mu$ from half the energy of the doubly occupied site. The site partition function becomes a quadratic polynomial in one variable.
3. Use $n-1$ rather than $n$. It is the difference between the fractions of $D^-$ and $D^+$.
4. For the neutral fraction, consider the reaction $2D^0\rightleftharpoons D^++D^-$. How many neutral centres does one reverse event create?

## Solution

### (a) The effective repulsion

Completing the square gives

$$-\lambda qN+\tfrac12Kq^2=\tfrac12K\left(q-\frac{\lambda N}{K}\right)^2-\frac{\lambda^2N^2}{2K}.$$

The thermal integral over the squared term is $\sqrt{2\pi kT/K}$ for every $N$. This common factor cancels from all probabilities. The same holds for a quantum oscillator, because shifting $q$ by a constant changes neither its kinetic energy nor its spring constant. With $N^2=N+N(N-1)$, what remains is

$$E_N=\varepsilon N+\tfrac12UN(N-1),\qquad \varepsilon=\varepsilon_0-\frac{\lambda^2}{2K},\qquad U=U_C-\frac{\lambda^2}{K}.$$

The three relaxed energies are $0$, $\varepsilon$ and $2\varepsilon+U$. The effective repulsion is negative when $\lambda^2/K>U_C$. The electrons still repel each other. However, the relaxation energy grows as $N^2$, so two electrons on one site gain $4\lambda^2/2K$, whereas two electrons on separate sites gain $2\lambda^2/2K$. The difference, $\lambda^2/K$, can outweigh the repulsion.

### (b) The Fermi level

At chemical potential $\mu$ the site partition function is

$$Z=1+2e^{(\mu-\varepsilon)/kT}+e^{(2\mu-2\varepsilon-U)/kT},$$

where the factor 2 counts the spin states of $D^0$. Define

$$E_p=\varepsilon+\tfrac12U,\qquad y=e^{(\mu-E_p)/kT},\qquad a=e^{U/2kT}.$$

Since $\mu-\varepsilon=(\mu-E_p)+U/2$, the second term of $Z$ is $2ay$. Since $2\mu-2\varepsilon-U=2(\mu-E_p)$, the third is $y^2$. Hence

$$Z=1+2ay+y^2,\qquad p_+=\frac1Z,\qquad p_0=\frac{2ay}{Z},\qquad p_-=\frac{y^2}{Z}.$$

Let $\delta=n-1$. From $n=p_0+2p_-$ and $p_++p_0+p_-=1$ we get $\delta=p_--p_+=(y^2-1)/Z$. Multiplying by $Z$ and collecting powers of $y$,

$$(1-\delta)y^2-2a\delta y-(1+\delta)=0 .$$

The product of the roots, $-(1+\delta)/(1-\delta)$, is negative, so exactly one root is positive, as $y$ must be. With $s^2=1-\delta^2=n(2-n)$ and $s>0$ it is

$$y=\frac{a\delta+\sqrt{a^2\delta^2+s^2}}{1-\delta}
=\frac{s}{1-\delta}\left[\frac{a\delta}{s}+\sqrt{\frac{a^2\delta^2}{s^2}+1}\,\right].$$

The prefactor is $s/(1-\delta)=\sqrt{(1+\delta)/(1-\delta)}=\sqrt{n/(2-n)}$, and the logarithm of the bracket is $\operatorname{arsinh}(a\delta/s)$. Therefore

$$\mu=E_p+kT\left[\frac12\ln\frac{n}{2-n}+\operatorname{arsinh}\frac{a\delta}{s}\right].\tag{1}$$

No sign of $U$ has been assumed so far. Now take $U<0$, so that $0<a<1$. The two terms in the bracket have the same sign, that of $\delta$. The second is smaller in magnitude than its value at $a=1$, which is

$$\operatorname{arsinh}\frac{\delta}{s}=\ln\frac{\delta+\sqrt{\delta^2+s^2}}{s}=\ln\frac{1+\delta}{s}=\frac12\ln\frac{n}{2-n},$$

because $\delta^2+s^2=1$. For $n\neq1$ this gives a two-sided bound at every temperature:

$$\frac{kT}{2}\left|\ln\frac{n}{2-n}\right|<|\mu-E_p|<kT\left|\ln\frac{n}{2-n}\right| .\tag{2}$$

At $n=1$, $\mu=E_p$. For any fixed $n$ between 0 and 2, $\mu$ therefore tends to the same energy $E_p$ as $T\to0$. This is the pinning: doping changes $n$, but moves the Fermi level by an amount of order $kT$. The logarithm diverges as $n\to0$ or $n\to2$. There the defects are nearly all in one charge state and can no longer take up charge of one sign, so the pinning is lost.

At low temperature $a\to0$ and the arsinh term drops out. The remaining shift comes from mixing entropy. Almost all sites are then $D^+$ or $D^-$, with a fraction $p_-=n/2$ of pairs. Adding one pair costs the energy $2E_p$ and the mixing free energy $kT\ln[p_-/(1-p_-)]$. The sum equals $2\mu$, which reproduces the first term of (1).

The strength of pinning is measured by $dn/d\mu$, the charge taken up per unit shift of the level. Differentiating $n=kT\,\partial\ln Z/\partial\mu$ gives the variance of $N$ divided by $kT$. The variable $N-1$ takes the values $-1,0,1$, its mean square is $p_++p_-=1-p_0$, and its mean is $\delta$. Thus

$$\frac{dn}{d\mu}=\frac{1-p_0-\delta^2}{kT}.\tag{3}$$

Part (c) shows that $p_0\to0$ for $U<0$, so this tends to $n(2-n)/kT$ and diverges as $T\to0$.

### (c) The neutral centres

The variable $y$ cancels from the ratio

$$\frac{p_+p_-}{p_0^2}=\frac{1}{4a^2}=\frac14e^{-U/kT}.\tag{4}$$

This is the mass-action law of $2D^0\rightleftharpoons D^++D^-$. The forward reaction changes the energy by $(2\varepsilon+U)-2\varepsilon=U$. For $U<0$ it releases $|U|$, and equilibrium lies on the charged side at low temperature. The factor $1/4$ comes from the two spin states of each neutral centre.

To solve for $p_0$, use $(p_++p_-)^2-(p_--p_+)^2=4p_+p_-$. With $p_++p_-=1-p_0$, $p_--p_+=\delta$ and (4),

$$(1-p_0)^2-\delta^2=\frac{p_0^2}{a^2}.$$

Expand the square, divide by $p_0^2$ and set $w=1/p_0$:

$$s^2w^2-2w+1-\frac1{a^2}=0,\qquad w=\frac{1\pm R}{s^2},\qquad R=\sqrt{\delta^2+\frac{s^2}{a^2}} .$$

Here $1-s^2(1-1/a^2)=\delta^2+s^2/a^2$ was used. The lower sign is excluded: since $R>|\delta|$, it would give $w<(1-|\delta|)/(1-\delta^2)=1/(1+|\delta|)\le1$, whereas a fraction $p_0<1$ needs $w>1$. Hence

$$p_0=\frac{s^2}{1+R}.\tag{5}$$

For $U<0$, $a=e^{-|U|/2kT}$ rises with temperature, $R$ falls, and $p_0$ rises. As $T\to\infty$, $a\to1$ and $R\to1$, so $p_0\to n(2-n)/2$. This is the value for two spin orbitals filled independently with probability $n/2$ each: $2(n/2)(1-n/2)$.

For the low-temperature limit, take $s/a$ out of $1+R$:

$$p_0=\frac{sa}{a/s+\sqrt{1+a^2\delta^2/s^2}} .$$

The denominator exceeds 1, so $p_0<sa$ at every temperature. For $a\ll s$ it tends to 1, and

$$p_0\simeq\sqrt{n(2-n)}\;e^{-|U|/2kT},\tag{6}$$

with a leading relative correction $-a/s$. The activation energy is $|U|/2$, not $|U|$. Turning a $D^+$ and a $D^-$ into neutral centres costs $|U|$ but makes two of them, so (4) fixes the square of $p_0$.

The condition $a\ll s$ matters near the ends of the range. If $n$ is so small that $s\ll a$, then $R\simeq1$ and $p_0\simeq s^2/2\simeq n$: the few electrons sit on separate sites, because entropy outweighs the pairing energy. At fixed $n$, cooling eventually restores (6).

The local activation energy follows from (5) without approximation. Let $\beta=1/kT$. Since $a^{-2}=e^{\beta|U|}$, we have $d(R^2)/d\beta=|U|s^2/a^2=|U|(R^2-\delta^2)$, and therefore

$$-\frac{d\ln p_0}{d\beta}=\frac{1}{1+R}\frac{dR}{d\beta}=\frac{|U|}{2}\,\frac{R^2-\delta^2}{R(1+R)} .$$

It tends to $|U|/2$ as $R\to\infty$, that is, as $T\to0$.

For the magnetic response, let a field split the two states of $D^0$ to $\varepsilon\mp b$. In $Z$ the factor 2 becomes $2\cosh(b/kT)$, which amounts to replacing $a$ by $a\cosh(b/kT)$. The mean moment per defect, in units of the moment of one spin, is

$$m=p_0(b)\tanh\frac{b}{kT}.$$

Because $\cosh$ is even, $p_0(b)$ differs from its zero-field value only at order $b^2$. The initial slope at fixed $n$ is therefore

$$\left.\frac{dm}{db}\right|_{b=0}=\frac{p_0}{kT}.$$

This is the Curie law of free spins multiplied by the neutral fraction. As $T\to0$ the exponential in $p_0$ overcomes the factor $1/T$, and the spin response vanishes. Orbital magnetism and the response of the host are left out.

Fixing the mean $n$ through $\mu$ replaces a fixed total number of electrons. Direct counting with a fixed total at 600 K gives, for $n=1$, a $p_0$ that differs from (5) by $5.0\times10^{-4}$ of its value for 1000 sites and by $1.25\times10^{-4}$ for 4000. The difference falls as the inverse number of sites as long as the sample holds many neutral centres. When it holds about one or fewer, the parity of the electron number matters: at 300 K and $n=1$, counting gives a $p_0$ that is 59 % below (5) for 1000 sites and 143 % above it for 1001.

The results also assume equilibrium: electrons must move between defects, and the lattice must relax, within the time of the measurement. Illumination or rapid cooling can leave more neutral centres than (5) allows. With the parameters of part (d), moving an electron from $D^-$ to $D^+$ has a classical barrier of 0.45 eV. For an assumed attempt rate of $10^{13}$ s$^{-1}$, a localization length of 10 Å and a distance of 100 Å, the transfer takes roughly $10^3$ s at 300 K and $10^{11}$ s at 150 K. The 150 K entries below are therefore equilibrium values that a cooled sample may never reach.

### (d) Numbers

The relaxation energy is $\lambda^2/K=4/5=0.8$ eV, and each electron displaces the equilibrium coordinate by $\lambda/K=0.4$ Å. Then

$$\varepsilon=1.4-0.4=1.0\ \text{eV},\qquad U=0.4-0.8=-0.4\ \text{eV},$$

$$E_p=1.0-0.2=0.8\ \text{eV}\;(0.0294\ \text{hartree}),\qquad \tfrac12|U|=0.2\ \text{eV}\;(0.00735\ \text{hartree}).$$

At 300 K, $kT=0.02585$ eV and $a=e^{-|U|/2kT}=4.37\times10^{-4}$ (computed with unrounded $kT$). Take $n=1.5$, which means a net donor density of half the defect density. Then $s=\sqrt{0.75}=0.866$, and the leading terms give

$$\mu\simeq0.8+\tfrac12(0.02585)\ln3=0.814\ \text{eV},\qquad p_0\simeq0.866\times4.37\times10^{-4}=3.8\times10^{-4}.$$

The charged fractions are $p_+=0.250$ and $p_-=0.750$. Diagonalizing the four-state site Hamiltonian, with $\mu$ found numerically at fixed $n$, gives:

| $T$ (K) | $p_0$, $n=1$ | $p_0$, $n=1.5$ | $\mu$ (eV), $n=1.5$ |
|---|---|---|---|
| 150 | $1.91\times10^{-7}$ | $1.65\times10^{-7}$ | 0.807 |
| 300 | $4.36\times10^{-4}$ | $3.78\times10^{-4}$ | 0.814 |
| 450 | $5.72\times10^{-3}$ | $4.95\times10^{-3}$ | 0.821 |
| 600 | $2.05\times10^{-2}$ | $1.77\times10^{-2}$ | 0.829 |

Cooling from 600 to 150 K reduces the neutral fraction at $n=1$ by a factor of about $10^5$, while the Fermi level at $n=1.5$ moves by 0.022 eV. At 600 K and $n=1$ the limiting form (6) gives $2.09\times10^{-2}$, about 2 % above the full value, as the correction $-a/s$ with $a=0.021$ predicts.

For a defect density of $10^{-6}$ Å$^{-3}$, the spin density at 300 K and $n=1$ is $4.4\times10^{-10}$ Å$^{-3}$, or $4.4\times10^{14}$ cm$^{-3}$. A spin count would therefore miss nearly all of these defects. The spin density is only an estimate, because the model treats the defects as independent. At this density they are about 100 Å apart, and in a medium of relative permittivity 10 two unit charges at that distance interact by 0.014 eV, about half of $kT$ at 300 K. For randomly placed defects the nearest neighbour is on average 55 Å away, where the interaction is about $kT$. Such interactions spread the pair levels and lower the neutral fraction at $n=1$. For random placement at 300 K the reduction is roughly a third at this density, about a fifth at $10^{-7}$ Å$^{-3}$ and about 6 % at $10^{-8}$ Å$^{-3}$. The remaining values are in the numerical output.

## Variation 1: does a pinned level prove that U is negative?

**Question.** Keep $E_p=0.8$ eV but take $U=+0.4$ eV, so that $\varepsilon=0.6$ eV. How does the Fermi level depend on $n$?

**Solution.** Equations (1), (3) and (5) still hold, now with $a\gg1$. For $\delta>0$ and $a\delta\gg s$, $\operatorname{arsinh}(a\delta/s)\simeq\ln(2a\delta/s)$. The first term of (1) is $kT\ln[s/(1-\delta)]$, so $s$ cancels in the sum. With $kT\ln a=U/2$,

$$\mu\simeq\varepsilon+U+kT\ln\frac{2\delta}{1-\delta}\qquad(n>1).$$

Equation (1) makes $\mu-E_p$ an odd function of $\delta$, hence

$$\mu\simeq\varepsilon-kT\ln\frac{2|\delta|}{1-|\delta|}\qquad(n<1).$$

At fixed $n\ne1$ the level again settles at a definite energy as $T\to0$, but at a different one on each side of $n=1$. Pinning at a single composition therefore does not prove that $U$ is negative. What distinguishes the two cases is the jump of size $U$ across $n=1$, which is absent for negative $U$. At 300 K, going from $n=0.9$ to $n=1.1$ moves the level from 0.639 to 0.961 eV for the positive-$U$ centre, and from 0.797 to 0.803 eV for the negative-$U$ centre.

At $n=1$ both centres have $\mu=E_p$, but their stiffness differs. There $R=1/a$, so $p_0=a/(1+a)$, and (3) gives $dn/d\mu=1/[kT(1+a)]$. At 300 K this is 38.7 per eV for negative $U$ and 0.017 per eV for positive $U$. In the second case the level lies in a gap between the two transition energies and is easily moved.

The spins differ as well. For $a\to\infty$, $R\to|\delta|$ and $p_0\to1-|\delta|$, so at $n=1$ nearly every centre is paramagnetic.

## Variation 2: a spread of defect levels

**Question.** In a disordered network $\varepsilon$ varies from site to site. Let $U<0$ be the same everywhere, and let $E_p$ have a Gaussian density $g(E)$ with mean $\bar E$ and standard deviation $\sigma\gg kT$. What survives of the pinning and of the suppression?

**Solution.** As $T\to0$, sites with $E_p<\mu$ hold two electrons and the others none. Hence $n=2\Phi[(\mu-\bar E)/\sigma]$, where $\Phi$ is the cumulative normal distribution, and

$$\mu\to\bar E+\sigma\,\Phi^{-1}(n/2).$$

The level is no longer pinned at one energy. It moves through the distribution as $n$ changes, on the scale $\sigma$ instead of $kT$.

For the neutral fraction, divide numerator and denominator of $p_0=2ay/(1+2ay+y^2)$ by $2y$. A site with pair level $E$ then has

$$p_0(E)=\frac{a}{a+\cosh x},\qquad x=\frac{\mu-E}{kT}.$$

This is peaked at $E=\mu$ with a width of order $kT$, over which $g$ is nearly constant. Dropping $a$ beside $\cosh x$ changes the integrand by a relative amount of at most $a$. Since $\int_{-\infty}^{\infty}dx/\cosh x=[2\arctan e^x]_{-\infty}^{\infty}=\pi$,

$$\langle p_0\rangle\simeq\pi kT\,g(\mu)\,e^{-|U|/2kT}.$$

The exponential suppression survives. The factor $kT\,g(\mu)$ appears because only sites with pair levels within a few $kT$ of $\mu$ contribute appreciably. It also adds $kT$ to the local activation energy, which becomes $|U|/2+kT$ at this order.

For $\sigma=0.1$ eV, $\bar E=0.8$ eV and $n=1.5$, the limiting level is 0.867 eV; the numerical average over sites gives 0.869 eV at 300 K. Without disorder it was 0.814 eV. For $n=1$ at 300 K the average neutral fraction is $1.32\times10^{-4}$, against an estimate of $1.41\times10^{-4}$, which is 7 % too high. At 100 K the estimate is 0.9 % too high. At $n=1$ the level sits at the maximum of $g$, so taking $g$ as constant overestimates the integral. The linear term of the expansion of $g$ drops out at any $n$, because $1/\cosh x$ is even, and the leading error is of order $(kT/\sigma)^2$. In the tails of $g$ the error changes sign and grows: at $n=1.99$ and 300 K the estimate is 21 % too low.

## Computed results

```
bare level eps0 = 1.40 eV, Coulomb U_C = 0.40 eV
coupling = 2.0 eV/A, stiffness K = 5.0 eV/A^2
relaxation energy lambda^2/K = 0.800 eV
displacement per electron = 0.400 A
relaxed eps = 1.000 eV, effective U = -0.400 eV
pinning level Ep = 0.800 eV = 0.02940 hartree
low-T activation |U|/2 = 0.200 eV = 0.00735 hartree
NEGATIVE U: temperature dependence
T = 150 K: kT = 0.01293 eV, a = 1.9068e-07
  n = 1.0: mu = 0.80000 eV, p0 = 1.9068e-07, low-T p0 = 1.9068e-07
  n = 1.5: mu = 0.80710 eV, p0 = 1.6513e-07, low-T p0 = 1.6513e-07
T = 300 K: kT = 0.02585 eV, a = 4.3666e-04
  n = 1.0: mu = 0.80000 eV, p0 = 4.3647e-04, low-T p0 = 4.3666e-04
  n = 1.5: mu = 0.81421 eV, p0 = 3.7797e-04, low-T p0 = 3.7816e-04
T = 450 K: kT = 0.03878 eV, a = 5.7557e-03
  n = 1.0: mu = 0.80000 eV, p0 = 5.7228e-03, low-T p0 = 5.7557e-03
  n = 1.5: mu = 0.82143 eV, p0 = 4.9517e-03, low-T p0 = 4.9846e-03
T = 600 K: kT = 0.05170 eV, a = 2.0897e-02
  n = 1.0: mu = 0.80000 eV, p0 = 2.0469e-02, low-T p0 = 2.0897e-02
  n = 1.5: mu = 0.82903 eV, p0 = 1.7669e-02, low-T p0 = 1.8097e-02
OCCUPANCY SCAN at 300 K: negative U | positive U, same Ep
positive-U centre: eps = 0.600 eV, U = 0.400 eV
  n = 0.5: mu = 0.78579 eV, p0 = 3.7797e-04 | mu = 0.58208 eV, p0 = 0.50000
  n = 0.9: mu = 0.79740 eV, p0 = 4.3429e-04 | mu = 0.63888 eV, p0 = 0.90000
  n = 1.0: mu = 0.80000 eV, p0 = 4.3647e-04 | mu = 0.80000 eV, p0 = 0.99956
  n = 1.1: mu = 0.80260 eV, p0 = 4.3429e-04 | mu = 0.96112 eV, p0 = 0.90000
  n = 1.5: mu = 0.81421 eV, p0 = 3.7797e-04 | mu = 1.01792 eV, p0 = 0.50000
dn/dmu at n=1, 300 K, negative U = 38.665 per eV
dn/dmu at n=1, 300 K, positive U = 0.016884 per eV
n=1.5, 300 K: p+ = 0.24981, p- = 0.74981
reaction constant p+p-/p0^2 at 300 K = 1.3111e+06
local activation, n = 1.0, 300 K = 0.19991 eV
local activation, n = 1.5, 300 K = 0.19990 eV
defect density = 1.0e-06 A^-3
spin density, n=1, 300 K = 4.365e-10 A^-3 = 4.365e+14 cm^-3
canonical rel. error, n = 1.0, 600 K: 5.00e-04 (1000 sites), 1.25e-04 (4000)
canonical rel. error, n = 1.5, 600 K: 6.67e-04 (1000 sites), 1.67e-04 (4000)
DISORDER: Gaussian sigma = 0.10 eV
  T = 100 K, n = 1.0: mu = 0.80000 eV, p0 = 8.9119e-12
    low-T estimate: mu = 0.80000 eV, p0 = 8.9924e-12
  T = 100 K, n = 1.5: mu = 0.86765 eV, p0 = 7.1177e-12
    low-T estimate: mu = 0.86745 eV, p0 = 7.1629e-12
  T = 300 K, n = 1.0: mu = 0.80000 eV, p0 = 1.3162e-04
    low-T estimate: mu = 0.80000 eV, p0 = 1.4148e-04
  T = 300 K, n = 1.5: mu = 0.86926 eV, p0 = 1.0679e-04
    low-T estimate: mu = 0.86745 eV, p0 = 1.1270e-04
```
